Natural convection and limiting current at a vertical copper cathode, part 2

A flat vertical copper cathode of height H stands in still copper sulfate solution without added acid. Copper discharge depletes the solution beside it, which rises by buoyancy. We seek the limiting current and its dependence on height and concentration difference. The state is steady, and properties are constant until part (h). Current densities i are positive magnitudes; the equations hold in any consistent units.

Height above the lower edge is x, distance from the wall y, with velocities u and v. Salt concentration c is c_b in the bulk and c_w at the wall; Δc = c_b − c_w tends to c_b at the limiting current. The depletion is φ = (c_b − c)/Δc. F is the Faraday constant, R the gas constant, T temperature, g gravity, ρ density, μ viscosity, ν kinematic viscosity, and β the relative density increase per unit concentration. Copper and sulfate ions have diffusivities D₊ and D₋. The salt diffusivity is D = 2D₊D₋/(D₊ + D₋), copper's transference number t₊ = D₊/(D₊ + D₋), and Sc = ν/D.

i = [2FD/(1 − t₊)] (∂c/∂y) at y = 0, with D/(1 − t₊) = 2D₊.   (3)

u ∂u/∂x + v ∂u/∂y = ν ∂²u/∂y² + gβΔcφ.   (4)

u ∂φ/∂x + v ∂φ/∂y = D ∂²φ/∂y².   (5)

∂u/∂x + ∂v/∂y = 0.   (6)

δ(x) = [4νDx/(gβΔc)]^(1/4), η = y/δ.   (7)

With primes for d/dη, the profiles f and φ satisfy

u = (4Dx/δ²) f', v = (D/δ)(ηf' − 3f)

φ'' + 3fφ' = 0.   (11)

f''' + φ + (1/Sc)(3ff'' − 2f'²) = 0.   (12)

For Sc → ∞ inertia drops out of the salt layer:

f''' + φ = 0, φ'' + 3fφ' = 0   (13)

f(0) = f'(0) = 0, φ(0) = 1, φ(∞) = 0, f''(∞) = 0.

Numerically, −φ'(0) = 0.7110 and f''(0) = 0.8245. Part (e) found a wider flow layer, of thickness about δ√Sc, and an inertia correction of relative order Sc^(−1/2).

### (f) The limiting current and its scaling

**Question.** Find the local and average current densities. What follows when the height or the concentration difference is doubled?

**Solution.** From c = c_b − Δcφ, the gradient at the wall is

∂c/∂y = −(Δc/δ)φ'(0) = 0.711 Δc/δ.

The local current density is thus

i(x) = [2FD/(1 − t₊)] · 0.711 Δc/δ(x).   (14)

It varies as x^(−1/4). Its average over the height is

(1/H)∫x^(−1/4)dx = (1/H)(4/3)H^(3/4) = (4/3)H^(−1/4),

so the average is 4/3 of the value at the top. To write it without dimensions, define the Rayleigh number

Ra = gβΔcH³/(νD).

Equation (7) gives δ(H)⁴ = 4νDH/(gβΔc) = 4H⁴/Ra, so H/δ(H) = Ra^(1/4)/√2. The Sherwood number Sh is the average wall gradient of c divided by Δc/H:

Sh = (4/3) · 0.7110 · Ra^(1/4)/√2 = 0.670 Ra^(1/4).   (15)

The average current density is

i_avg = [2FDΔc/((1 − t₊)H)] Sh.   (16)

Collecting the powers gives

i_avg = 0.670 [2F/(1 − t₊)] D^(3/4) (gβ/ν)^(1/4) Δc^(5/4) H^(−1/4).   (17)

The current per unit width is Hi_avg and varies as Δc^(5/4)H^(3/4). With all properties fixed, doubling the height multiplies the average current density by 2^(−1/4) = 0.84 and the current per unit width by 2^(3/4) = 1.68. Doubling Δc multiplies both by 2^(5/4) = 2.38. At the limiting current Δc = c_b, so this means doubling the bulk concentration.

The local density (14) diverges at the lower edge, but its integral is finite. The thin-layer equations for the salt layer fail where δ is comparable with x. The strip below the point δ = x supplies a fraction (x/H)^(3/4) of the calculated current, which stays small if the plate is tall compared with its layer: in the example below it is 0.3%, and 3% up to the point δ = x/10. The wider flow layer stops being thin higher up, where δ√Sc = x; in the example this is at 3.5 mm, below which 13% of the current is collected.

The result was tested by solving the large-Sc form of equations (4) to (6) without the variable η. The solution was advanced in 400 steps up the plate, with 601 points across 1.5 mm, using the properties of the example below. It gave a coefficient of 0.669 instead of 0.670 and a local exponent of −0.251. Doubling the height from 5 to 10 cm gave the exponent 0.75 for the total flux, and doubling the concentration from 0.1 to 0.2 mol/L gave 1.25. This supports the solution of the model equations; it does not test the physical assumptions behind them.

At finite Sc the profiles change, but equations (11) and (12) still contain neither x nor Δc. For a fixed Sc the exponents therefore survive, and the coefficient alone changes.

### (g) A copper sulfate cell

**Question.** Evaluate the layer and its limiting current for a cathode 5 cm high in 0.1 mol/L copper sulfate near 25 °C. Take the rough typical values D₊ = 5.0×10⁻⁶ cm²/s, D₋ = 8.0×10⁻⁶ cm²/s, ν = 0.010 cm²/s and β = 0.16 L/mol.

**Solution.** The salt properties are

D = 2 · 5.0 · 8.0/(5.0 + 8.0) × 10⁻⁶ = 6.15×10⁻⁶ cm²/s

t₊ = 5.0/13.0 = 0.385, 1/(1 − t₊) = 1.625

Sc = 0.010/(6.15×10⁻⁶) = 1625.

The relative density difference is βΔc = 0.16 · 0.1 = 0.016, small enough for the treatment of density in part (b). With g = 981 cm/s²,

Ra = 981 · 0.016 · 5³/(0.010 · 6.15×10⁻⁶) = 3.19×10¹⁰

Sh = 0.670 · (3.19×10¹⁰)^(1/4) = 283.

A concentration of 0.1 mol/L is 10⁻⁴ mol/cm³. Equation (16), with 2FD/(1 − t₊) = 2F · 2D₊, gives

i_avg = 2 · 96485 · 1.0×10⁻⁵ · 10⁻⁴ · 283/5 = 0.0109 A/cm².

The average limiting current density is about 11 mA/cm², or 110 A/m². At the top of the plate it is three quarters of this, 8.2 mA/cm².

The length δ at the top is 167 µm. A straight concentration profile with the same wall gradient would have thickness δ/0.711 = 235 µm. The velocity calculated at the finite Sc of the example peaks at 2.1 mm/s, 0.34 mm from the wall. This is about 2δ out, where the buoyancy has already become weak. The motion extends much further: δ√Sc is about 6.7 mm. A cell used to realise this model needs a gap that is wide on that scale.

With the other inputs held fixed, the average current density is 13.0 mA/cm² for a height of 2.5 cm and 9.2 mA/cm² for 10 cm. The taller plate still collects more: per centimetre of width, 10 cm of height gives 92 mA, against 55 mA for 5 cm. With the height held at 5 cm, the average is 4.6 mA/cm² at 0.05 mol/L and 26 mA/cm² at 0.2 mol/L.

### (h) What the model leaves out

**Question.** Which neglected effects matter for this cell, and which would change the scaling law?

**Solution.** *Inertia.* Solving (11) and (12) at Sc = 1625 lowers the flux by 0.6% relative to the limit Sc → ∞. Between Sc = 400 and 1600 the computed deficit varies as Sc^(−0.49), in agreement with the order found in part (e).

*Non-ideal solution.* The fluxes of part (a) are those of an ideal dilute solution, which copper sulfate at 0.1 mol/L is not. The ions attract each other strongly: the thermodynamic factor 1 + d ln γ/d ln m, with γ the mean activity coefficient and m the molality, is about 0.5 instead of 1. The conductivity implied by the chosen D₊ and D₋, 4F²c(D₊ + D₋)/(RT) = 1.95 S/m, is about twice the measured one. These two inputs are therefore effective values that set D and t₊. For a real cell, equation (3) should be evaluated with measured D and t₊ and not through 2D₊.

*Variable properties.* The depleted solution at the wall has a larger diffusivity than the bulk. If D rises linearly with φ by a rough 40%, at fixed t₊, equation (11) becomes

[(1 + 0.4φ)φ']' + 3fφ' = 0,

and the wall flux is 1.4 times the product of the bulk D and the wall gradient. The numerical solution gives a flux 18% above the constant-property result that uses the bulk D. The figure depends on the assumed shape: if the same 40% rise follows √c, so that most of it occurs close to c = 0, the gain is 13%. A 6% fall in viscosity at the wall, taken alone, raises the flux by 1.3%.

These changes preserve the height exponent, because the properties depend on φ and not separately on x. They can alter the concentration exponent. If the coefficient in (17), or the bulk properties beside it, change with c_b, their logarithmic slope adds to 5/4. The power 5/4 is thus a constant-property result. With the √c form of D above and t₊, β and ν fixed, the effective power is 1.19 between 0.05 and 0.1 mol/L and 1.16 between 0.1 and 0.2 mol/L.

*Deposition.* Copper leaving the solution causes a small flow into the wall. The mass flux divided by the density gives its speed,

v_w = M_Cu N/ρ, with N = 2D₊c_b · 0.711/δ,

where M_Cu = 63.5 g/mol and ρ is close to 1 g/cm³. From v = −3Df(0)/δ at the wall,

f(0) = v_wδ/(3D) = 0.711 (M_Cu c_b/ρ)(2D₊/(3D)) = 0.0024.

It is independent of height, so the similarity form survives. With the density held constant in the continuity equation, the calculated flux rises by 0.5%. This indicates only the size of the effect. The density variation neglected there, βΔc = 1.6%, enters the mass balance at a comparable order and can cancel the rise, since no water crosses the wall.

*Heating.* A warm wall adds thermal buoyancy. Suppose it is 1 K above the bulk, an assumed value. Take a rough thermal expansion coefficient α_T = 2.6×10⁻⁴ per K and thermal diffusivity κ = 1.4×10⁻³ cm²/s. Let u here stand for the peak speed found in part (g), 0.214 cm/s. In the time H/u, heat spreads over about

w = √(κH/u) = √(1.4×10⁻³ · 5/0.214) = 0.18 cm.

The wall velocity gradient due to each kind of buoyancy is estimated from the force integrated across its layer. The ratio of thermal to solutal contribution is

α_T · 1 K · w/(βΔc · δ · 0.8245) = 0.21.

The thermal force is weak but acts over a much wider layer. It can be represented in problem (13) as a shear imposed at the outer edge, f''(∞) = 0.21 · 0.8245. The wall velocity gradient then rises by only 13%, because the faster flow thins the concentration layer and weakens the solutal force, and the current rises by 8%. This estimate is too high, since it leaves out inertia in the wide thermal layer and the thinning of that layer by the flow it drives. Both are included if the fractional temperature excess θ, equal to 1 at the wall and 0 far away, obeys θ'' + 3(D/κ)fθ' = 0 and the term Nθ, with N = α_T · 1 K/(βΔc) = 0.016, is added to (12). At Sc = 1625 the wall velocity gradient then rises by 8% and the current by 5%. A warmer layer also has a larger D and a smaller ν; if D varies as T/μ with the viscosity of water, equation (17) gains a further 2 to 3% per K.

*Geometry and stability.* At the top δ/H is 0.3%, so the thin-layer approximation is good for the salt. The wider flow layer satisfies it less well, since δ√Sc/H is about 0.13. The lower edge must be open to fresh solution, and the bulk must stay uniform; depleted liquid collecting at the top of a closed cell eventually violates this. The flow must also remain laminar. The Grashof number Ra/Sc is 2×10⁷, compared with a rough working ceiling of 10⁹ that has not been derived here. As Ra/Sc grows as H³, the same solution would reach that ceiling at a height of roughly 20 cm.

*Practical plating.* The example resembles a small unstirred laboratory cell. A plating bath may instead contain sulfuric acid and more copper than 0.1 mol/L, and it may be stirred. Acid in large excess carries most of the migration current. Copper then diffuses with D₊, and the factor 1/(1 − t₊) disappears. If β, ν and the ion diffusivities are held fixed, equation (17) changes by the factor

(D₊/D)^(3/4)(1 − t₊) = 0.856 · 0.615 = 0.53,

which lowers 10.9 to about 5.8 mA/cm². This is not a complete prediction for an acid bath, because the acid accumulates at the cathode and weakens the buoyancy. For 1 mol/L acid with a rough density coefficient of 0.06 L/mol and a hydrogen-ion diffusivity of 6.5×10⁻⁵ cm²/s, a three-ion solution of the layer equations lowers the current by a further 7 to 8%. Small amounts of acid already matter. With the acid taken as fully dissociated and its buoyancy ignored, the limiting current of the example falls by about 1% at pH 4, 4% at 0.3 mmol/L acid and 11% at 2 mmol/L. In this much sulfate a large part of the hydrogen ion is bound as HSO₄⁻. With a rough apparent dissociation constant of 0.05 mol/L and a diffusivity of 1.0×10⁻⁵ cm²/s for that ion, the last two figures fall to about 2% and 5%, while the figure at pH 4 stays near 1%. Stirring acts in the opposite direction. If it held the equivalent diffusion layer at 50 µm in the acid-free solution, the local limit would be 8.2 · 235/50 = 39 mA/cm². The height law (17) would then no longer apply, since the imposed flow would set the layer thickness. Hydrogen bubbles would also stir the liquid, so the law requires a potential at which copper deposition is transport-limited but gas evolution is negligible. This must hold at every height, which is hard to arrange in the acid-free solution. With a parallel anode of the same height 1 to 3 cm away and a conductivity between 0.9 and 2 S/m, a current varying as x^(−1/4) makes the ohmic drop differ by 0.4 to 1.4 V between 3.5 mm and the top of the plate. The equilibrium potentials of copper deposition and of hydrogen evolution at pH 4 are only about 0.55 V apart, and the overpotential of hydrogen evolution widens this margin by an amount not estimated here. It also requires a surface that stays flat on the scale of δ; deposits grown at the limiting current tend to roughen, so the law applies only before this has happened.

The numerical output below lists the computed values with their units.

Numbers as computed

```
INPUTS (rough typical values)
Cu ion diffusivity: 5e-06 cm2/s
sulfate diffusivity: 8e-06 cm2/s
kinematic viscosity: 0.01 cm2/s
density coefficient beta: 0.16 L/mol
bulk concentration: 0.1 mol/L
cathode height: 5 cm
SIMILARITY SOLUTION, Sc infinite
-phi'(0): 0.71099
f''(0): 0.82452
f' at outer edge of inner layer: 0.51068
average Sherwood coefficient: 0.67033
INDEPENDENT HEIGHT MARCH
average Sherwood coefficient: 0.66873
local flux exponent in x: -0.2507
total flux exponent in height: 0.75
total flux exponent in concentration: 1.25
average flux / top flux: 1.329
WORKED EXAMPLE
salt diffusivity: 6.154e-06 cm2/s
cation transference number: 0.3846
migration factor 1/(1-t_plus): 1.625
Schmidt number: 1625
Rayleigh number: 3.187e+10
Grashof number: 1.961e+07
Sherwood number: 283.2
delta at top: 167.4 um
equivalent diffusion layer at top: 235.4 um
peak velocity at top, finite Sc: 2.143 mm/s
distance of peak from wall: 0.3364 mm
local limiting current at top: 8.198 mA/cm2
average limiting current: 10.93 mA/cm2
average limiting current: 109.3 A/m2
average current from march: 10.9 mA/cm2
average current at height 2.5 cm: 13 mA/cm2
average current at height 10 cm: 9.192 mA/cm2
average current at 0.05 mol/L: 4.596 mA/cm2
average current at 0.2 mol/L: 26 mA/cm2
NEGLECTED EFFECTS
flux change, finite Sc: -0.645 %
exponent of finite-Sc deficit in Sc: -0.494
flux change, D up 40% at wall: 18.3 %
flux change, viscosity down 6% at wall: 1.28 %
flux change, deposition suction: 0.505 %
thermal/solutal wall shear for 1 K, estimate: 21 %
delta / height: 0.335 %
rough laminar Grashof ceiling: 1e+09
```
